# Why aluminium trichloride dimerises and boron trichloride does not: a numerical check

```python
# Result under test: 2 MCl3 -> M2Cl6 (two chloride bridges) is downhill for
# M = Al and uphill for M = B.  Energy split: dE = 2*E_def + E_int, where
# E_def deforms a planar monomer to its shape in the dimer and E_int joins
# the two deformed halves.  E_pi is the energy lost when the functions of M
# that are odd in the molecular plane are deleted.  The crowding probe is the
# overlap repulsion of frozen chloride ions, summed over Cl-Cl pairs.
# Internal units: Angstrom for geometry, hartree for energy.
# Printed units: nm and eV.
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp, ao2mo, lib

EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
JFIT, JKFIT = 'weigend', 'def2-svp-jkfit'


def with_d(element, exponents):
    shells = list(gto.basis.load('lanl2dz', element))
    return shells + [[2, [x, 1.0]] for x in exponents]


HYDROGEN = gto.basis.load('def2-svp', 'H')
BASIS = {
    False: {'Cl': with_d('Cl', [0.65]), 'Al': with_d('Al', [0.30]),
            'B': gto.basis.load('def2-svp', 'B'), 'H': HYDROGEN},
    True: {'Cl': with_d('Cl', [1.10, 0.35]), 'Al': with_d('Al', [0.50, 0.15]),
           'B': gto.basis.load('def2-tzvp', 'B'), 'H': HYDROGEN}}


def molecule(symbols, xyz, charge=0, large=False):
    kinds = set(symbols)
    atoms = [(s, tuple(float(c) for c in p)) for s, p in zip(symbols, xyz)]
    return gto.M(atom=atoms, unit='Angstrom', charge=charge, verbose=0,
                 basis={e: BASIS[large][e] for e in kinds},
                 ecp={e: 'lanl2dz' for e in kinds if e in ('Al', 'Cl')})


def hartree_fock(mol, aux=JKFIT, dm0=None, tol=1e-8):
    mf = scf.RHF(mol)
    if aux is not None:
        mf = mf.density_fit(auxbasis=aux)
    mf.chkfile = None
    mf.conv_tol = tol
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def mp2_correlation(mf):
    """Closed-shell MP2 from fitted integrals; the boron 1s is frozen."""
    mol = mf.mol
    frozen = sum(mol.atom_symbol(i) == 'B' for i in range(mol.natm))
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, frozen:nocc], mf.mo_coeff[:, nocc:]
    e_occ, e_vir = mf.mo_energy[frozen:nocc], mf.mo_energy[nocc:]
    ov = np.concatenate([occ.T @ lib.unpack_tril(block) @ vir
                         for block in mf.with_df.loop()])
    total = 0.0
    for i in range(len(e_occ)):
        g = np.tensordot(ov[:, i], ov[:, :i + 1], axes=(0, 0))
        gap = (e_occ[i] + e_occ[None, :i + 1, None]
               - e_vir[:, None, None] - e_vir[None, None, :])
        weight = np.full(i + 1, 2.0)
        weight[i] = 1.0
        pair = g * (2 * g - g.transpose(2, 1, 0)) / gap
        total += np.einsum('ajb,j->', pair, weight)
    return total


def three_bonds(r, cos_polar=0.0):
    """Centre plus three ligands; cos_polar = 0 is planar."""
    s = np.sqrt(1 - cos_polar**2)
    phi = 2 * np.pi * np.arange(3) / 3
    ligands = np.column_stack([s * np.cos(phi), s * np.sin(phi),
                               np.full(3, cos_polar)])
    return np.vstack([np.zeros(3), r * ligands])


def bridged(r_bridge, ring_deg, terminal_deg, r_terminal):
    """Order: M, M, two bridging Cl, two Cl on first M, two on second."""
    a, t = np.radians(ring_deg) / 2, np.radians(terminal_deg) / 2
    m, b = r_bridge * np.cos(a), r_bridge * np.sin(a)
    x, z = m + r_terminal * np.cos(t), r_terminal * np.sin(t)
    return np.array([[m, 0, 0], [-m, 0, 0], [0, b, 0], [0, -b, 0],
                     [x, 0, z], [x, 0, -z], [-x, 0, z], [-x, 0, -z]])


def parabola(low, mid, high, h):
    """Displacement of the minimum from the middle point, and curvature."""
    curvature = (low + high - 2 * mid) / h**2
    assert curvature > 0
    return (low - high) / (2 * h * curvature), curvature


def monomer_bond(metal, ligand, guess):
    h = 0.04
    e = [hartree_fock(molecule([metal] + [ligand] * 3, three_bonds(r)),
                      JFIT).e_tot for r in (guess - h, guess, guess + h)]
    shift, curvature = parabola(*e, h)
    assert abs(shift) < 3 * h
    return guess + shift, curvature


def relax_dimer(metal, r_mono):
    """One parabolic step in each released coordinate."""
    symbols = [metal] * 2 + ['Cl'] * 6
    start = np.array([1.12 * r_mono, 90.0, 120.0])
    steps = [0.04 * r_mono, 6.0, 6.0]
    r_term = 1.01 * r_mono
    centre = hartree_fock(molecule(symbols, bridged(*start, r_term)),
                          JFIT, tol=1e-7)
    density = centre.make_rdm1()
    best = start.copy()
    for k in range(3 if metal == 'B' else 1):
        energies = []
        for sign in (-1, 1):
            trial = start.copy()
            trial[k] += sign * steps[k]
            mol = molecule(symbols, bridged(*trial, r_term))
            energies.append(hartree_fock(mol, JFIT, density, 1e-7).e_tot)
        shift, _ = parabola(energies[0], centre.e_tot, energies[1], steps[k])
        assert abs(shift) < 2.5 * steps[k]
        best[k] += shift
    return best, bridged(*best, r_term)


def pi_donation(mol):
    """Energy and population of the plane-odd functions on atom 0."""
    full = hartree_fock(mol, None)
    odd = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
           if lab[0] == 0 and lab[3] in ('z', 'xz', 'yz')]
    assert len(odd) >= 4
    keep = [i for i in range(mol.nao) if i not in odd]
    block = np.ix_(keep, keep)
    h_cut, s_cut = full.get_hcore()[block], full.get_ovlp()[block]
    density = np.asarray(full.make_rdm1())
    cut = scf.RHF(mol)
    cut.chkfile = None
    cut.get_hcore = lambda *args: h_cut
    cut.get_ovlp = lambda *args: s_cut
    cut._eri = ao2mo.restore(
        8, mol.intor('int2e')[np.ix_(keep, keep, keep, keep)], len(keep))
    cut.kernel(dm0=density[block])
    assert cut.converged
    population = np.diag(density @ full.get_ovlp())[odd].sum()
    return cut.e_tot - full.e_tot, population, full.e_tot


chloride = hartree_fock(molecule(['Cl'], np.zeros((1, 3)), -1), None)
chloride_orbitals = chloride.mo_coeff[:, chloride.mo_occ > 0]
repulsion_cache = {}


def chloride_repulsion(distance):
    key = round(float(distance), 3)
    if key not in repulsion_cache:
        mol = molecule(['Cl', 'Cl'], np.array([[0, 0, 0], [0, 0, key]]), -2)
        zero = np.zeros_like(chloride_orbitals)
        c = np.block([[chloride_orbitals, zero], [zero, chloride_orbitals]])
        values, vectors = np.linalg.eigh(c.T @ mol.intor('int1e_ovlp') @ c)
        c = c @ (vectors / np.sqrt(values)) @ vectors.T
        pair = scf.RHF(mol).energy_tot(dm=2 * c @ c.T)
        repulsion_cache[key] = pair - 2 * chloride.e_tot - BOHR / key
    return repulsion_cache[key]


def crowding(chlorines):
    d = [np.linalg.norm(chlorines[i] - chlorines[j])
         for i in range(len(chlorines)) for j in range(i)]
    return sum(chloride_repulsion(x) for x in d if x < 6.0), min(d)


TEMPERATURE, TORR, MODE = 350.0, 10.0, 100.0
KT = const.k * TEMPERATURE


def log_partition(mol, symmetry_number):
    """Translation at the stated pressure and rigid classical rotation."""
    mass = mol.atom_mass_list(isotope_avg=True) * const.atomic_mass
    x = mol.atom_coords() * BOHR * 1e-10
    x = x - mass @ x / mass.sum()
    inertia = np.eye(3) * (mass @ (x**2).sum(1)) - (x.T * mass) @ x
    moments = np.linalg.eigvalsh(inertia)
    trans = 1.5 * np.log(2 * np.pi * mass.sum() * KT / const.h**2)
    trans += np.log(KT / (TORR * const.torr))
    rot = 0.5 * np.log(np.pi) - np.log(symmetry_number)
    rot += 0.5 * np.log(8 * np.pi**2 * moments * KT / const.h**2).sum()
    return trans + rot


data = {}
for metal, guess, hydride_guess in (('B', 1.76, 1.19), ('Al', 2.09, 1.60)):
    out = data[metal] = {}
    r, curvature = monomer_bond(metal, 'Cl', guess)
    out['r'] = r
    out['terminal'] = 4 * 0.5 * (curvature / 3) * (0.01 * r)**2
    flat = three_bonds(r)
    out['shape'], dimer = relax_dimer(metal, r)
    half = dimer[[0, 2, 4, 5]]
    arms = half[1:] - half[0]
    arms = arms / np.linalg.norm(arms, axis=1)[:, None]
    out['angle_sum'] = sum(np.degrees(np.arccos(arms[i] @ arms[j]))
                           for i, j in ((0, 1), (0, 2), (1, 2)))
    four = [metal] + ['Cl'] * 3
    eight = [metal] * 2 + ['Cl'] * 6
    for large in (False, True):
        levels = []
        for symbols, xyz in ((four, flat), (four, half), (eight, dimer)):
            mf = hartree_fock(molecule(symbols, xyz, large=large))
            levels.append([mf.e_tot, mf.e_tot + mp2_correlation(mf)])
        mono, part, pair = np.array(levels)
        out[large] = {'dE': pair - 2 * mono, 'def': part - mono,
                      'int': pair - 2 * part, 'mono': mono[0]}
    out['pi'], out['pop'], conventional = pi_donation(molecule(four, flat))
    out['fit'] = out[False]['mono'] - conventional
    bent = hartree_fock(molecule(four, three_bonds(r, -1 / 3)))
    out['pyr'] = bent.e_tot - out[False]['mono']
    rh, _ = monomer_bond(metal, 'H', hydride_guess)
    hydrides = [hartree_fock(molecule([metal] + ['H'] * 3,
                                      three_bonds(rh, c)))
                for c in (0.0, -1 / 3)]
    out['pyr_h'] = hydrides[1].e_tot - hydrides[0].e_tot
    if metal == 'B':
        reference = mp.MP2(hartree_fock(hydrides[0].mol, None), frozen=1)
        reference.kernel()
        mp2_error = mp2_correlation(hydrides[0]) - reference.e_corr
    corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    tetra = np.vstack([np.zeros(3), 1.05 * r * corners / np.sqrt(3)])
    anion = hartree_fock(molecule([metal] + ['Cl'] * 4, tetra, -1))
    out['affinity'] = anion.e_tot - out[False]['mono'] - chloride.e_tot
    mono_crowd, out['near_mono'] = crowding(flat[1:])
    dimer_crowd, out['near_dimer'] = crowding(dimer[2:])
    out['crowd'] = dimer_crowd - 2 * mono_crowd
    wave = const.h * const.c * 100 * MODE / KT
    log_vib = -wave / 2 - np.log(-np.expm1(-wave))
    change = (log_partition(molecule(eight, dimer), 4)
              - 2 * log_partition(molecule(four, flat), 6) + 6 * log_vib)
    out['thermal'] = -KT * change / const.e
    out['dG'] = out[True]['dE'][1] * EV + out['thermal']

b, al = data['B'], data['Al']
far_probe = chloride_repulsion(10.0)


def show(label, value_b, value_al, unit, digits=3):
    print(f'{label}: B {value_b:.{digits}f}, Al {value_al:.{digits}f} {unit}')


show('Monomer M-Cl bond', b['r'] / 10, al['r'] / 10, 'nm', 4)
show('Dimer bridge M-Cl bond', b['shape'][0] / 10, al['shape'][0] / 10,
     'nm', 4)
show('Cl-M-Cl angle in ring', b['shape'][1], al['shape'][1], 'deg', 1)
show('Terminal Cl-M-Cl angle', b['shape'][2], al['shape'][2], 'deg', 1)
show('Angle sum in half-dimer (planar 360)', b['angle_sum'],
     al['angle_sum'], 'deg', 1)
for n, method in enumerate(('HF', 'MP2')):
    for large, name in ((False, 'small'), (True, 'large')):
        show(f'Dimerisation energy, {method}, {name} basis',
             b[large]['dE'][n] * EV, al[large]['dE'][n] * EV, 'eV')
    show(f'Basis shift of dimerisation energy, {method}',
         (b[True]['dE'][n] - b[False]['dE'][n]) * EV,
         (al[True]['dE'][n] - al[False]['dE'][n]) * EV, 'eV')
    show(f'Deformation per monomer, {method}, large basis',
         b[True]['def'][n] * EV, al[True]['def'][n] * EV, 'eV')
    show(f'Interaction of two halves, {method}, large basis',
         b[True]['int'][n] * EV, al[True]['int'][n] * EV, 'eV')
    print(f'B minus Al, {method}: total '
          f'{(b[True]["dE"][n] - al[True]["dE"][n]) * EV:.3f}, deformation '
          f'{2 * (b[True]["def"][n] - al[True]["def"][n]) * EV:.3f}, '
          f'interaction '
          f'{(b[True]["int"][n] - al[True]["int"][n]) * EV:.3f} eV')
show('Pi-deletion energy, planar MCl3, HF', b['pi'] * EV, al['pi'] * EV, 'eV')
show('Mulliken pi population on M', b['pop'], al['pop'], 'electrons')
show('Tetrahedral bending cost of MCl3, HF', b['pyr'] * EV, al['pyr'] * EV,
     'eV')
show('Tetrahedral bending cost of MH3, HF', b['pyr_h'] * EV,
     al['pyr_h'] * EV, 'eV')
show('Nearest Cl-Cl in monomer', b['near_mono'] / 10, al['near_mono'] / 10,
     'nm', 4)
show('Nearest Cl-Cl in dimer', b['near_dimer'] / 10, al['near_dimer'] / 10,
     'nm', 4)
show('Crowding probe, dimer minus two monomers', b['crowd'] * EV,
     al['crowd'] * EV, 'eV')
show('Energy of adding Cl- to MCl3, HF', b['affinity'] * EV,
     al['affinity'] * EV, 'eV')
show('Energy scale of 1% stretch of four terminal bonds',
     b['terminal'] * EV, al['terminal'] * EV, 'eV', 4)
show('Density-fitting error, monomer HF', b['fit'] * EV, al['fit'] * EV,
     'eV', 5)
print(f'MP2 check on BH3, fitted minus conventional: {mp2_error * EV:.5f} eV')
print(f'Gas: {TEMPERATURE:.0f} K, {TORR:.0f} Torr; '
      f'six new modes at {MODE:.0f} cm^-1')
show('Thermal part of dimerisation free energy', b['thermal'],
     al['thermal'], 'eV')
show('Dimerisation free energy, MP2 large basis', b['dG'], al['dG'], 'eV')

assert abs(far_probe) < 1e-5
assert abs(mp2_error) < 1e-3
assert max(abs(b['fit']), abs(al['fit'])) < 1e-3
for large in (False, True):
    assert b[large]['dE'][0] > 0 > al[large]['dE'][0]
    assert al[large]['dE'][1] < 0
    assert b[large]['dE'][1] > al[large]['dE'][1]
assert b[True]['def'][0] > al[True]['def'][0] > 0
assert b[True]['def'][1] > al[True]['def'][1] > 0
assert b['pi'] > al['pi'] > 0
assert b['pyr'] > al['pyr'] > 0
assert b['pyr_h'] > al['pyr_h'] > 0
assert b['crowd'] > al['crowd']
assert b['affinity'] < 0 and al['affinity'] < b['affinity']
assert b['dG'] > 0 > al['dG']
print('PASS')
```

Printed output:

```
Monomer M-Cl bond: B 0.1743, Al 0.2070 nm
Dimer bridge M-Cl bond: B 0.1998, Al 0.2286 nm
Cl-M-Cl angle in ring: B 92.0, Al 90.0 deg
Terminal Cl-M-Cl angle: B 118.2, Al 120.0 deg
Angle sum in half-dimer (planar 360): B 340.0, Al 341.4 deg
Dimerisation energy, HF, small basis: B 1.654, Al -0.812 eV
Dimerisation energy, HF, large basis: B 1.581, Al -0.791 eV
Basis shift of dimerisation energy, HF: B -0.073, Al 0.020 eV
Deformation per monomer, HF, large basis: B 1.439, Al 0.883 eV
Interaction of two halves, HF, large basis: B -1.296, Al -2.557 eV
B minus Al, HF: total 2.372, deformation 1.112, interaction 1.260 eV
Dimerisation energy, MP2, small basis: B 0.814, Al -1.310 eV
Dimerisation energy, MP2, large basis: B 0.552, Al -1.301 eV
Basis shift of dimerisation energy, MP2: B -0.262, Al 0.010 eV
Deformation per monomer, MP2, large basis: B 1.409, Al 0.842 eV
Interaction of two halves, MP2, large basis: B -2.266, Al -2.985 eV
B minus Al, MP2: total 1.853, deformation 1.134, interaction 0.719 eV
Pi-deletion energy, planar MCl3, HF: B 1.662, Al 1.037 eV
Mulliken pi population on M: B 0.403, Al 0.308 electrons
Tetrahedral bending cost of MCl3, HF: B 1.663, Al 0.996 eV
Tetrahedral bending cost of MH3, HF: B 1.062, Al 0.871 eV
Nearest Cl-Cl in monomer: B 0.3019, Al 0.3585 nm
Nearest Cl-Cl in dimer: B 0.2876, Al 0.3233 nm
Crowding probe, dimer minus two monomers: B 1.303, Al 0.398 eV
Energy of adding Cl- to MCl3, HF: B -2.110, Al -3.804 eV
Energy scale of 1% stretch of four terminal bonds: B 0.0180, Al 0.0164 eV
Density-fitting error, monomer HF: B 0.00253, Al 0.00141 eV
MP2 check on BH3, fitted minus conventional: 0.00660 eV
Gas: 350 K, 10 Torr; six new modes at 100 cm^-1
Thermal part of dimerisation free energy: B 0.737, Al 0.758 eV
Dimerisation free energy, MP2 large basis: B 1.290, Al -0.542 eV
PASS
```
